# Ripple instability in diffusion-limited vapour growth with finite surface incorporation

A growing film that is limited by gas diffusion favours its own crests, and surface diffusion flattens them. For a thick boundary layer this competition can be condensed into

\[
\omega=Vq-Kq^4,\qquad q_0=\left(\frac{V}{4K}\right)^{1/3},
\]

where \(\omega\) is the growth rate of a ripple of wavenumber \(q\), \(V\) the film's growth speed and \(K\) a smoothing coefficient. Applied without its conditions to the molybdenum coating treated below, this law predicts ripples 1.64 µm long that grow by a factor \(e\) every 347 s. When the finite speed of incorporation at the surface is kept, still with continuum diffusion in the gas, the fastest ripple is 18.8 µm long and needs 32 h. The coating is diffusion-limited in both calculations. What is missing is a second condition, which concerns the ripple and not the flat film.

## 1. A perfectly absorbing surface under a thick layer

The solid lies below \(z=h(x,t)\) and the gas above it. Heights are measured in a frame moving with the unperturbed film. The precursor is dilute, with number density \(c\) and diffusivity \(D\), and each molecule adds one atom of volume \(\Omega\). The gas adjusts much faster than the surface moves, so \(\nabla^2c=0\).

Let incorporation be so fast that \(c=c_{\rm eq}\) at the surface, with \(c_{\rm eq}\) the equilibrium density, independent of curvature for now. Over a flat film

\[
c=c_{\rm eq}+Gz,\qquad V=\Omega DG .
\]

Now let \(h=a\cos qx\) with \(qa\ll1\), and write \(c=c_{\rm eq}+Gz+c_1\). To first order in \(a\), the condition \(c=c_{\rm eq}\) at \(z=h\) reads \(Gh+c_1(x,0)=0\). The solution of Laplace's equation that satisfies this and decays upwards is

\[
c_1=-Ga\cos(qx)\,e^{-qz},\qquad
\left.\frac{\partial c_1}{\partial z}\right|_{0}=+qGh .
\]

The two minus signs combine into a plus: the gradient is steeper over a crest. The surface normal differs from the \(z\) direction only at second order, so the extra flux gives

\[
\frac{\partial h}{\partial t}=\Omega D\,qGh=Vq\,h .
\]

**A layer of finite thickness.** Let \(c\) be fixed at a plane \(z=\delta\) that moves with the unperturbed film. Then \(c_1\) must vanish there, and the exponential is replaced by \(\sinh[q(\delta-z)]/\sinh q\delta\). Its slope at \(z=0\) is \(-qC\), where

\[
C=\coth q\delta ,
\]

so the rate becomes \(VqC\). For \(q\delta\gg1\), \(C\to1\) and \(Vq\) returns. For \(q\delta\ll1\), \(C\to1/(q\delta)\) and the rate is \(V/\delta\): the gas over each point then acts like a flat layer of local thickness \(\delta-h\), so the gradient is steeper over a crest, where the layer is thinner, and gentler over a trough.

## 2. Smoothing by surface diffusion

For an isotropic surface energy \(\gamma\), the energy per unit depth at small slope is

\[
E=\gamma\int\left(1+\tfrac12h_x^2\right)dx,\qquad
\delta E=\gamma\int h_x\,\delta h_x\,dx=-\gamma\int h_{xx}\,\delta h\,dx,
\]

where the last step is an integration by parts over whole periods. Adding one atom adds a volume \(\Omega\), so the chemical potential relative to a flat surface is

\[
\mu=-\gamma\Omega h_{xx}=\gamma\Omega q^2h .
\]

It is higher on crests. With surface diffusivity \(D_s\) and areal density \(\nu\) of mobile atoms, the surface flux and the conservation of atoms give

\[
j=-\frac{D_s\nu}{k_BT}\,\mu_x,\qquad
h_t=-\Omega j_x=\frac{\Omega D_s\nu}{k_BT}\,\mu_{xx}=-Kh_{xxxx},
\]

\[
K=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\]

For a cosine \(h_{xxxx}=q^4h\), so the contribution to the rate is \(-Kq^4\). Deposited atoms and atoms arriving along the surface both add to \(h_t\), so the two rates add:

\[
\omega=Vq-Kq^4 .
\]

Setting \(d\omega/dq=V-4Kq^3=0\) gives \(q_0=(V/4K)^{1/3}\). The second derivative, \(-12Kq^2\), is negative, so this is a maximum. There \(Kq_0^4=q_0(Kq_0^3)=Vq_0/4\), hence

\[
\omega_0=\tfrac34Vq_0 .
\]

The posed law is thus correct for a perfectly absorbing surface and \(q\delta\gg1\).

## 3. Incorporation at a finite speed

Now let the surface take up molecules at the rate \(k(c-c_{\rm eq})\) per unit area, where \(k\) is a velocity. The condition at the surface is

\[
D\frac{\partial c}{\partial n}=k(c-c_{\rm eq}),\qquad \ell\equiv\frac Dk .
\]

For the flat film the surface density \(c_s\) obeys \(c_s-c_{\rm eq}=G\ell\), while the gas above gives \(c_\delta-c_s=G\delta\). Adding the two,

\[
G=\frac{c_\delta-c_{\rm eq}}{\delta+\ell},\qquad V=\Omega DG .
\]

The flat film is diffusion-limited when \(\delta\gg\ell\), because \(k\) then drops out of \(V\).

For the ripple, take

\[
c_1=A\cos(qx)\,\frac{\sinh[q(\delta-z)]}{\sinh q\delta}.
\]

At the surface \(c=c_s+Gh+c_1\). After the flat terms cancel, the surface condition divided by \(k\) is

\[
\ell\,\frac{\partial c_1}{\partial z}=Gh+c_1
\quad\Rightarrow\quad
-\ell qC\,A=Ga+A
\quad\Rightarrow\quad
A=-\frac{Ga}{1+q\ell C}.
\]

The extra growth speed is \(\Omega D\,\partial c_1/\partial z=-\Omega D\,qCA\cos qx\). Dividing by \(h\) and adding the smoothing term,

\[
\boxed{\;\omega=\frac{VqC}{1+q\ell C}-Kq^4\;}
\]

**Limits.** For \(\ell\to0\) the earlier result returns. For \(q\to0\), \(qC\to1/\delta\) and the rate is \(V/(\delta+\ell)\), as follows directly from changing \(\delta\) in the flat-film formula. For \(q\delta\gg1\) and \(q\ell\gg1\) the first term no longer rises with \(q\) but saturates at \(V/\ell\).

The reason is a comparison of resistances. Incorporation presents a resistance \(1/k\). For the flat film the gas presents \(\delta/D\), but for a ripple it presents only \(1/(Dq)\), since the disturbance reaches a height of about \(1/q\). The ratios of surface to gas resistance are \(\ell/\delta\) and \(q\ell\). One surface can therefore be diffusion-limited for the film and reaction-limited for its ripples. The posed law needs

\[
\frac1\delta\ll q\ll\frac1\ell .
\]

The gas term was tested against a finite-element solution over a corrugated surface of amplitude 0.01, in units where \(q=V=1\) and with \(K=0\):

- \(\delta=8\), \(\ell=0.001\): 0.9992 numerically, 0.9990 from the formula.
- \(\delta=0.7\), \(\ell=0.001\): 1.6521 and 1.6519.
- \(\delta=8\), \(\ell=2\): 0.3334 and 0.3333.

The last case would give nearly 1 if a thick layer were enough.

## 4. The fastest ripple in general

For \(q\delta\gg1\), set \(C=1\). By the quotient rule,

\[
\frac{d}{dq}\frac{Vq}{1+q\ell}=\frac{V(1+q\ell)-Vq\ell}{(1+q\ell)^2}=\frac{V}{(1+q\ell)^2},
\]

so the maximum obeys

\[
4Kq^3(1+q\ell)^2=V .
\]

The left side rises steadily from zero, so there is one positive root \(q_*\). At this root \(Kq_*^4=Vq_*/[4(1+q_*\ell)^2]\), and the peak rate is

\[
\omega_*=\frac{Vq_*}{1+q_*\ell}\left[1-\frac{1}{4(1+q_*\ell)}\right].
\]

**Fast incorporation.** Rewriting the condition as \(q_*=q_0(1+q_*\ell)^{-2/3}\) shows that \(q_*\approx q_0(1-\tfrac23q_0\ell)\) for small \(q_0\ell\). At \(q_0\ell=0.1\) the posed law overestimates the wavenumber by about 6%.

**Slow incorporation.** For \(q_*\ell\gg1\) the condition becomes \(4K\ell^2q^5=V\), so

\[
q_*\to\left(\frac{V}{4K\ell^2}\right)^{1/5},\qquad \omega_*\to\frac V\ell .
\]

The cube root has become a fifth root, and the rate no longer depends on \(K\) at leading order.

## 5. How small can \(\ell\) be?

Suppose a molecule that strikes the surface sticks with probability \(s\). Near the wall, approximate the velocities by a Maxwell distribution multiplied by \(1+\alpha v\), where \(v\) is the velocity towards the wall. The net flux is \(J=c\alpha\langle v^2\rangle\). The molecules moving towards the wall carry

\[
J_{\rm in}=\frac{c\bar v}{4}+\frac J2,\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}},
\]

with \(m\) the molecular mass. The first term is the one-sided flux without the tilt. The second is half of \(J\), because \(v^2\) contributes equally from both signs of \(v\). Setting \(J=sJ_{\rm in}\), for negligible \(c_{\rm eq}\), and solving for \(J=kc\),

\[
k=\frac{\bar v}{4}\,\frac{s}{1-s/2}.
\]

The tilt is small only for \(s\ll1\); for \(s\) near 1 the formula is an estimate. Perfect sticking, \(s=1\), gives \(k=\bar v/2\) and \(\ell=2D/\bar v\). With a free path defined by \(D=\bar v\Lambda/3\), this is \(\ell=\tfrac23\Lambda\). Even a perfect absorber thus has a finite \(\ell\), and \(q\ell\ll1\) then coincides, up to a factor, with the condition \(q\Lambda\ll1\) for using the diffusion equation at all.

## 6. Smoothing through the vapour

A crest also has a higher equilibrium vapour density. To first order in \(\mu/k_BT\), it is \(c_{\rm eq}(1+\Gamma q^2h)\) with \(\Gamma=\gamma\Omega/(k_BT)\). The surface condition becomes

\[
\ell\frac{\partial c_1}{\partial z}=Gh+c_1-c_{\rm eq}\Gamma q^2h ,
\]

so \(G\) in \(A\) is replaced by \(G-c_{\rm eq}\Gamma q^2\). The gas term is multiplied by

\[
1-\beta q^2,\qquad \beta=\frac{c_{\rm eq}\Gamma}{G}=\frac{\Omega Dc_{\rm eq}\Gamma}{V}.
\]

For \(c_{\rm eq}\to0\) it is unchanged. For a thick layer and fast incorporation the correction is \(-\Omega Dc_{\rm eq}\Gamma q^3\), a cubic smoothing that competes with \(Kq^4\). The finite-element solution with \(q=V=1\), \(\delta=1.5\), \(\ell=0.5\), \(\beta=0.3\) gives 0.4982, and so does the formula.

## 7. A thick molybdenum coating

The inputs are rough typical values for deposition from a chloride vapour in an argon-rich carrier at 760 Torr: \(T=1600\) K, \(V=1\) nm/s, \(\delta=5\) mm, \(D=1\) cm²/s, \(s=0.01\), \(\gamma=2.5\) J/m² (15.60 eV/nm²) and \(D_s=10^{-7}\) cm²/s (\(10^7\) nm²/s). The model uses a body-centred cubic cell with its edge set to 0.315 nm. The cell holds two atoms, so \(\Omega=0.315^3/2=0.01563\) nm³. Here \(D_s\) is an average over all surface atoms, not the diffusivity of a single adatom, so every surface atom is counted in \(\nu=\Omega^{-2/3}=16.0\) nm⁻². With \(k_BT=0.1379\) eV,

\[
K=\frac{10^7\times15.60\times0.01563^2\times16.0}{0.1379}
=4.42\times10^6\ \mathrm{nm^4/s}.
\]

The posed law gives \(q_0=[1/(4\times4.42\times10^6)]^{1/3}=3.84\times10^{-3}\) nm⁻¹.

The molecule is taken to have one molybdenum and five chlorine atoms, with a mass of 273 u. Its mean speed is then 352 m/s, so \(k=(352/4)(0.01/0.995)=0.885\) m/s and \(\ell=113\) µm. Since \(\ell/\delta=0.023\), the flat film is diffusion-limited. But \(q_0\ell=434\), so the posed law is far outside its range.

The full condition gives \(q_*=3.35\times10^{-4}\) nm⁻¹, with \(q_*\ell=37.8\) and \(q_*\delta=1674\). The fifth-root estimate, \(3.38\times10^{-4}\) nm⁻¹, lies 1% above it. The peak rate is

\[
\omega_*=\frac{1\ \mathrm{nm/s}}{1.13\times10^5\ \mathrm{nm}}\times\frac{37.8}{38.8}\left(1-\frac{1}{4\times38.8}\right)\approx8.6\times10^{-6}\ \mathrm{s^{-1}} .
\]

While 10 µm of film grows, which takes \(10^4\) s, the ripple amplitude rises by a factor \(e^{0.086}\), or 9%. The posed law predicts \(e^{28.8}\), which would carry any visible ripple far beyond linear theory. The maximum is also broad: halving \(q\) from \(q_*\) lowers the rate by about 2%. In this model, 10 µm of growth therefore does not select an 18.8 µm period; it leaves the initial roughness at these wavelengths almost unchanged.

**When would the posed law hold here?** Even perfect sticking leaves \(\ell=568\) nm and \(q_0\ell=2.18\). Reaching \(q_0\ell=0.1\) at the same \(D\) and \(K\) requires

\[
V=4K\left(\frac{0.1}{568\ \mathrm{nm}}\right)^3\approx10^{-4}\ \mathrm{nm/s},
\]

at which 10 µm takes about three years. Alternatively, with \(V\), \(T\) and \(K\) held fixed and \(D\) inversely proportional to pressure, it requires \(760\times2.18/0.1\approx1.7\times10^4\) Torr, about 22 atmospheres.

**Effects left out of the main number.** The ratio \(V/(Dq_*)=3\times10^{-11}\) measures the neglected motion of the surface through the gas, and \(\omega_*/(Dq_*^2)=8\times10^{-13}\) the neglected relaxation of the gas; both are negligible. The length \(\Lambda=3D/\bar v\) is 852 nm. It is a transport path, the distance over which the heavy molecule loses its direction; the path between single collisions with argon is much shorter, roughly 120 nm for hard spheres. With this \(\Lambda\), \(q_*\Lambda=0.29\) and continuum diffusion is only fair. The peak position is sensitive to this, because it is set by small departures of the gas term from \(V/\ell\), here only \(1/(q_*\ell)=2.6\%\). If the finite free path multiplies the gas term by \(1+b\,q\Lambda\), the peak condition becomes \(4Kq^3(1+q\ell)^2=V[1+b\,q\Lambda(2+q\ell)]\). For isotropic scattering in the gas and diffuse re-emission from the surface, \(b\) is roughly 0.15 near the peak. This shortens the wavelength to 14–15 µm but raises the peak rate by only about 5%. The 18.8 µm is therefore the continuum value, and for the given \(s\) the slow growth is the firmer result. Smoothing through the vapour equals surface diffusion at the wavenumber \(q_*\) found above when \(c_{\rm eq}/c_\delta=0.006\). A ratio of 0.001 lengthens the wavelength to 19.1 µm, and 0.01 lengthens it to 21.8 µm.

**Beside a real coating.** The required precursor pressure, 0.54 Torr, is plausible and keeps the gas dilute. The sticking probability and surface diffusivity are the least certain inputs. Changing \(D_s\) tenfold either way gives 11.8 to 29.9 µm. Raising \(s\) to 0.1 gives 7.6 µm, but with \(q_*\Lambda=0.71\), where the diffusion equation is doubtful. Because the peak rate is close to \(V/\ell\), which is nearly proportional to \(s\), the amplification over 10 µm then rises from \(e^{0.086}\) to about \(e^{0.8}\), a factor of about 2; the 9% figure belongs to \(s=0.01\). At this temperature the chloride may also break into lighter chlorides, which would change \(D\) and \(\bar v\). The gas is taken to be at 1600 K throughout; in a reactor with cold walls \(D\) would vary with height and thermal diffusion would add a flux. If the coating is polycrystalline, \(k\) can differ from grain to grain, which breaks the assumption of a uniform \(k\). If \(k\) varies as \(k[1+\epsilon\cos qx]\) on a flat surface under a thick layer, the surface condition becomes \(\ell\,\partial_zc_1=c_1+\epsilon G\ell\cos qx\). With \(\partial_zc_1=-qc_1\) this gives a speed variation

\[
\epsilon V\,\frac{q\ell}{1+q\ell}\cos qx .
\]

For grains much smaller than 113 µm it is nearly \(\epsilon V\cos qx\). A 10% amplitude in \(k\) that persists through 10 µm of growth thus produces a height amplitude of about 1 µm, before surface diffusion is counted. Surface diffusion changes this little for periods of 5 µm or more, but cuts it to about 0.2 µm for a period of 2 µm. Such grain contrast can outweigh the 9% amplification of an existing small ripple. Facets and finite slopes are not included in any of these figures. For periods of 2 to 5 µm the grain-contrast amplitudes correspond to slopes of about 1, so they indicate only the order of magnitude.

The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
Finite-element rate / formula (q=1, V=1, K=0):
  thick, fast: 0.9992 / 0.9990
  thin, fast: 1.6521 / 1.6519
  thick, slow: 0.3334 / 0.3333
  with curvature: 0.4982 / 0.4982
Temperature: 1600 K
Growth speed V: 1.0 nm/s
Boundary layer delta: 5.0 mm
Gas diffusivity D: 1.0 cm2/s
Total pressure: 760 Torr
Sticking probability s: 0.01
Lattice constant: 0.315 nm
Surface energy: 2.5 J/m2 = 15.60 eV/nm2
Surface diffusivity Ds: 1.0e-07 cm2/s
Molecular mass: 273.2 u
Thermal energy: 0.1379 eV
Atomic volume: 0.01563 nm3
Surface site density: 16.00 nm^-2
Smoothing coefficient K: 4.422e+06 nm4/s
Mean molecular speed: 352.1 m/s
Incorporation velocity k: 0.885 m/s
Length ell: 113.0 um
ell/delta: 0.0226
Outer precursor pressure: 0.542 Torr
Ideal law q0: 3.838e-03 nm^-1
Ideal law wavelength: 1.64 um
Ideal law growth time: 347 s
Ideal law q0*ell: 434
Full law peak q: 3.347e-04 nm^-1
Full law wavelength: 18.8 um
Full law growth time: 32.4 h
Full law q*ell: 37.8
Full law q*delta: 1674
Fifth-root estimate of q: 3.382e-04 nm^-1
e-foldings in 10 um, ideal law: 28.8
e-foldings in 10 um, full law: 0.086
Perfect sticking, ell: 568 nm
Perfect sticking, q0*ell: 2.18
Perfect sticking, V for q0*ell=0.1: 9.7e-05 nm/s
Perfect sticking, pressure for 0.1: 1.66e+04 Torr
Free path 3D/vbar: 852 nm
Non-continuum measure q*path: 0.29
Moving-surface measure V/(D q): 3.0e-11
Gas-relaxation measure rate/(D q^2): 7.6e-13
Capillary length Gamma: 1.77 nm
c_eq/c_outer for equal smoothing: 6.31e-03
Wavelength at c_eq/c_outer=0.001: 19.1 um
Wavelength at c_eq/c_outer=0.010: 21.8 um
Wavelength with Ds times 0.1: 11.8 um
Wavelength with Ds times 10.0: 29.9 um
Wavelength with s=0.10: 7.6 um
q*path with s=0.10: 0.71
```
